Fuchs film conductivity for an aligned ellipsoidal Fermi surface

Q: Fuchs's theory of thin-film conduction compares the thickness d with a mean free path λ. On a spherical Fermi surface every electron has the same speed, so λ is one number. On an ellipsoid the speed depends on direction. Which path should I compare with d, and why should one number be enough?

A: Let the transport equation decide. The film fills 0 < z < d, and the field lies along x. In atomic units the carriers have the energy

E = k_x²/(2m_x) + k_y²/(2m_y) + k_z²/(2m_z),

so v_i = k_i/m_i. The ellipsoid's axes are the film axes. I assume semiclassical motion, a weak field, a degenerate gas, and one relaxation time τ for all states on the Fermi surface.

Write the distribution as f = f0 + g(−∂f0/∂E), and let X be the force along x, charge times field. The steady Boltzmann equation is

v_z ∂f/∂z + X ∂f/∂k_x = −(f − f0)/τ.

To first order in X, the force term acts on f0 alone and gives X v_x ∂f0/∂E. Dividing by −∂f0/∂E and moving the force term to the right gives

v_z ∂g/∂z + g/τ = X v_x.

In the bulk g does not depend on z, so g = τXv_x. In the film the length that appears is τ|v_z|, the distance travelled along the normal in one relaxation time. It still varies over the surface.

Q: The walls could spoil this. Does a reflected electron keep its contribution to the current?

A: The specular part does. A smooth wall conserves k_x, k_y and E. With no cross terms in E, the reflected state has −k_z, so v_x is unchanged and v_z changes sign.

Let a fraction p < 1 be reflected in this way, the same at both walls and for all angles. The rest leaves with a deviation that is constant over the outgoing states, fixed by zero net particle flow through the wall. The incident g is odd in v_x, so its total flow into the wall vanishes and that constant is zero. With g⁺ for motion towards larger z and g⁻ for motion towards smaller z,

g⁺(0) = p g⁻(0),  g⁻(d) = p g⁺(d).

Q: Solve it without appealing to symmetry.

A: Put w = |v_z| and a = exp[−d/(τw)]. Adding the decaying homogeneous solution to the bulk one gives

g⁺ = τXv_x {1 − C exp[−z/(τw)]},
g⁻ = τXv_x {1 − C′ exp[−(d−z)/(τw)]}.

The wall conditions become

1 − C = p(1 − C′a),  1 − C′ = p(1 − Ca).

Subtracting the second from the first gives C′ − C = −pa(C′ − C), or (C′ − C)(1 + pa) = 0. Since 1 + pa is positive, C′ = C. Then 1 − C = p − pCa, and

C = (1−p)/(1−pa).

The thickness average of the exponential is

(1/d)∫₀ᵈ exp[−z/(τw)] dz = (τw/d)(1−a),

and g⁻ gives the same. Each state therefore keeps the fraction 1 − L of its bulk current, where

L = (1−p)(τw/d)(1−a)/(1−pa).

The loss depends on w and on none of the other velocity components.

Q: It still has to be averaged over an ellipsoid, with weights that know about all three masses.

A: Stretch the axes by k_i = √m_i q_i. Then

E = (q_x² + q_y² + q_z²)/2,  v_i = q_i/√m_i,  d³k = √(m_x m_y m_z) d³q.

The Fermi surface is now a sphere of radius q_F = √(2E_F). The volume factor is constant and cancels between film and bulk. The current carries one factor v_x from g and one from the velocity, so

σ/σ0 = ⟨v_x²(1−L)⟩/⟨v_x²⟩,

where the average is uniform over the directions of q. Let u = |q_z|/q_F, and let φ be the azimuth about z. Then

w = V u,  V = √(2E_F/m_z),
v_x² = (q_F²/m_x)(1−u²)cos²φ.

The azimuthal average of cos²φ is 1/2, and q_F²/2 = E_F, so v_x² averages to (E_F/m_x)(1−u²). Its prefactor cancels too. Because u runs from 0 to 1, V is the largest normal velocity on the Fermi surface. With ∫₀¹(1−u²)du = 2/3, define

λ = τV,  κ = d/λ.

Then τw/d = u/κ and a = e^(−κ/u), and the ratio σ/σ0 = F(κ,p) is

F(κ,p) = 1 − [3(1−p)/(2κ)] ∫₀¹ (u−u³)(1−e^(−κ/u))/(1−p e^(−κ/u)) du.

For equal masses V is the Fermi speed, and this is Fuchs's result for the sphere. The substitution t = 1/u turns (u−u³)du into (t⁻³−t⁻⁵)dt, with t from 1 to infinity, which is its other common form. The function is unchanged; λ has become the relaxation time multiplied by the maximum normal velocity.

Q: The current flows along x. I would have put the velocity along x into λ.

A: The walls interrupt motion along z. The mass m_x sets how much current a given deviation carries, and it does so equally in film and bulk.

Take E_F = 5 eV, τ = 10 fs, d = 10 nm and p = 0.2. Film A has masses 1, 0.5 and 2 m_e along x, y and z. Then

V = √[2(5 eV)/(2m_e)] = 9.378×10⁵ m/s,
λ = 9.38 nm,  κ = 10/9.38 = 1.066,  F = 0.7519.

Integrating the transport equation by finite differences on the unstretched ellipsoid, with the wall conditions iterated, gives 0.7518. Random electron paths, ended by bulk scattering or by a diffuse wall hit, give 0.752, with a sampling scatter of about 0.001. Changing the in-plane masses to 3 and 0.4 m_e, with everything else held fixed, leaves 0.7518. The velocity along x would give λ = 13.26 nm and a ratio of 0.6816, about 9% below the correct one.

Q: Does the formula behave sensibly at both ends of the thickness range?

A: For d much larger than λ, the exponentials are at most e^(−κ) and can be dropped. Since ∫₀¹(u−u³)du = 1/4,

F ≈ 1 − 3(1−p)/(8κ).

The loss is then a surface effect proportional to λ/d.

For a very thin film with diffuse walls, p = 0, write

F = (3/2)∫₀¹ (1−u²) h(κ/u) du,  h(y) = 1 − (1−e^(−y))/y.

Split the integral at the factor 1−u². In the u² part, h(y) ≈ y/2 suffices at leading order, giving

∫₀¹ u² [κ/(2u)] du = κ/4.

In the other part put y = κ/u, so that du = −κ dy/y²:

∫₀¹ h(κ/u) du = κ ∫_κ^∞ (y−1+e^(−y))/y³ dy.

Integrating by parts twice turns the last integral, without its prefactor κ, into

(κ−1+e^(−κ))/(2κ²) + (1−e^(−κ))/(2κ) + (1/2)∫_κ^∞ e^(−y)/y dy.

As κ → 0 the first term tends to 1/4 and the second to 1/2. One more integration by parts gives

∫_κ^∞ e^(−y)/y dy = −e^(−κ) ln κ + ∫_κ^∞ e^(−y) ln y dy → ln(1/κ) − γ,

because ∫₀^∞ e^(−y) ln y dy = −γ, with γ ≈ 0.577. Collecting the pieces,

F ≈ (3/2)κ {3/4 + [ln(1/κ)−γ]/2 − 1/4} = (3κ/4)[ln(1/κ) + 1 − γ].

The logarithm comes from electrons moving nearly parallel to the walls, which travel far before hitting one. Film A, with κ near 1, lies in neither limit. The thick-film rule gives 0.7187 for it, about 4% below the full ratio.

Q: If λ depends on the normal direction, can I change a film's resistivity merely by turning the crystal?

A: In this model, yes. First find the bulk resistivity. The semi-axes of the Fermi surface are k_i = √(2m_iE_F), written K_x, K_y and K_z. Counting two spins, the density is

n = [2/(2π)³](4π/3)K_xK_yK_z = K_xK_yK_z/(3π²).

The bulk conductivity follows from g = τXv_x in the stretched variables:

σ0 = [2/(2π)³] τ ∫ d³k δ(E−E_F) v_x²
= [τ√(m_xm_ym_z)/(4π³m_x)] (4π/3)q_F³
= nτ/m_x.

The factor 4π/3 is the angular integral of q_x²/q². The radial integral ∫q⁴ δ(q²/2−E_F)dq gives q_F³. The last line uses K_i = √m_i q_F.

Now V = K_z/m_z and m_x/m_z = K_x²/K_z². With ρ0 = 1/σ0,

ρ0λ = (m_x/nτ)(τK_z/m_z) = 3π² K_x/(K_yK_z²).

The relaxation time has cancelled, and only the shape and size of the Fermi surface remain. For a thick film, expanding 1/F to first order in λ/d gives

ρ ≈ ρ0 + 3(1−p)ρ0λ/(8d).

At fixed d and p, the orientation with the smaller ρ0λ thus has the smaller added resistivity in this limit.

Film B keeps the current along the 1 m_e axis but interchanges the other two, so that m_z = 0.5 m_e. Density, τ, d and p are held fixed, and both films have ρ0 = 6.99 µΩ cm. Film B has λ = 18.76 nm, twice that of film A, because V varies as 1/√m_z. Then κ = 0.533 and F = 0.6052. Dividing ρ0 by F,

film A: 6.99/0.7519 = 9.30 µΩ cm,
film B: 6.99/0.6052 = 11.55 µΩ cm.

Film B is about 24% more resistive. The heavy axis along the normal is better here because it makes the electrons approach the walls more slowly. For film B the thick-film rule written for the conductivity gives a ratio of 0.4373, far too low. Written for the resistivity, as above, it gives 10.92 µΩ cm, about 5% below 11.55. The two forms agree only to first order in λ/d.

Q: Crystals are not always aligned. Does a small tilt destroy the result?

A: Not for a single ellipsoid, provided the transverse field is included. Let the tilt be about y, and let W be the inverse mass tensor, so that E = k·W·k/2 and v = Wk. Use k = W^(−1/2)q, which again makes the Fermi surface a sphere, and define

r = W^(1/2)ẑ,  c = W^(1/2)x̂.

Then v_z = r·q and v_x = c·q, with r² = W_zz and r·c = W_xz. Current cannot leave through the walls, so charge on them sets up a force X_z along the normal. Choose

X_z = −X W_xz/W_zz.

The driving term becomes X s·q, where

s = c − (W_xz/W_zz) r,  s·r = W_xz − W_xz = 0.

At the wall only k_z changes, so q changes along W^(1/2)ẑ = r. Energy conservation then reverses the component of q along r and leaves s·q alone. The equations are those solved above, with r as the polar axis and s·q in place of v_x. The normal current contains the product (r·q)(s·q), which averages to zero over azimuth about r at every z, so the chosen force is the right one. The part of c along r drops out of the x current for the same reason. Hence F returns with

V = √(2E_F W_zz),

and the reference conductivity is that of the bulk with no normal current. Alignment is a sufficient condition, not a necessary one, for a single ellipsoid.

As an example, start with masses 0.5, 1 and 2 m_e along x, y and z, and tilt by 30° about y. The transverse field is 0.742 of the applied one. Formula and numerical transport both give 0.6957. Leaving out the transverse field in both film and bulk, while still letting diffusely scattered electrons leave the walls with zero deviation, gives a ratio of 0.5869, now relative to a bulk that carries a normal current. The film then has an average normal current equal to 0.224 of the in-plane current, which isolated walls do not permit in a steady state.

Q: You kept τ constant. Suppose the mean free path is constant instead.

A: Then the derivation fails in two places. With a path Λ the same in every direction, τ = Λ/|v| varies over the Fermi surface. It no longer cancels from the average for σ/σ0, where the weight v_x² becomes v_x²/|v|. Nor is τw equal to λu: the normal distance is Λ|v_z|/|v|, and |v| depends on all three masses.

To size the change, hold the bulk conductivity fixed. That requires Λ = 13.63 nm in both films. The ratios become 0.7349 for film A and 0.6243 for film B, about 2% lower and 3% higher than before. The longest normal path is now 13.63 nm in both, instead of 9.38 and 18.76 nm, which is consistent with the two results moving towards each other. Orientation still matters, but less.

Q: At 10 nm, is a continuous Fermi surface even allowed?

A: It is an approximation with a visible cost. Between hard walls k_z = πj/d, with j = 1, 2, and so on. Neighbouring levels near the largest k_z are separated by about πV/d in atomic units, which is 0.194 eV in film A and 0.388 eV in film B. The lifetime broadening ħ/τ is 0.066 eV, so bulk scattering alone does not blur these levels together. The spacing shrinks towards small k_z: the lowest 17 levels in film A and the lowest 3 in film B lie closer than ħ/τ, and these grazing states carry roughly half and a quarter of the semiclassical film current.

There are 51 occupied subbands in film A and 25 in film B. At fixed E_F, the carrier density falls below its bulk value by 1.45% and 2.91%. A neutral film keeps its density instead; with the same hard walls, E_F then rises by about 0.05 and 0.10 eV. These figures size the effect on density alone; the change that quantization makes to wall scattering is not calculated here. Thermal smearing at 375 K, with τ and the chemical potential held fixed, changes F by less than 0.01%.

Q: How near is this to a real interconnect?

A: The thickness is of the same order as the narrowest line widths in advanced logic chips. Bulk resistivities of interconnect metals run very roughly from 2 to 10 µΩ cm, so 6.99 µΩ cm is towards the upper end. The single ellipsoid with a fourfold mass ratio is a model choice; real interconnect metals have more complicated Fermi surfaces, and wires have side walls as well.

Real lines also contain grain boundaries. For a rough estimate, place planes normal to x at a spacing D = 10 nm, and let each reverse v_x with probability R = 0.2. An electron meets them at the rate |v_x|/D. Each reversal changes v_x by −2v_x. If the encounters are treated as independent and random in time, which ignores the regular timing that evenly spaced planes would impose,

1/τ′ = 1/τ + 2R|v_x|/D.

Take the polar axis of the stretched sphere along x, so that |v_x| = V_x u with V_x the largest velocity along x. The bulk conductivity is multiplied by

3∫₀¹ u²/(1+βu) du,  β = 2RτV_x/D = 2(0.2)(13.26)/10 = 0.530.

The factor is 0.7196, which raises 6.99 to about 9.7 µΩ cm before any wall scattering. Keeping the regular timing of evenly spaced planes lowers the factor to about 0.68, or about 10.2 µΩ cm, so the estimate is good to roughly 5%. This is comparable to the surface effect in film A, so a difference in grain structure between two films can hide or outweigh the benefit of orientation.

Temperature matters mainly through τ. If 10 fs applies at 300 K and 1/τ is proportional to temperature, then τ = 8 fs at 375 K. The films, without grain boundaries, reach 11.03 and 13.34 µΩ cm. Their ratios σ/σ0 rise to 0.7923 and 0.6549, because a shorter λ makes the walls relatively less important, while the resistivities rise because the bulk scatters more.

For a wide film, choosing the orientation with the slower normal motion is therefore a reasonable rule under stated conditions: a single ellipsoidal Fermi surface, equal bulk resistivity along the current, equal τ, equal wall specularity and equal grain structure. On a warped surface the largest normal velocity is no longer the right measure. For a thick film with diffuse walls the loss is set by ⟨v_x²|v_z|⟩/⟨v_x²⟩, which is 3V/8 for an ellipsoid. In a half-filled simple-cubic tight-binding band with the current along [100], the [011] normal has the larger maximum velocity, by a factor √2, yet this average is about 14% smaller than for [001], and the [011] film conducts better. It does not carry over directly to a narrow line, where the side walls count too. In a wire of square cross-section with four similar walls, exchanging the y and z masses changes nothing, and in a line taller than it is wide, slow motion across the width can matter more than slow motion along the height. The remaining printed values are in the numerical output.

Computed results

```
Fermi energy: 5.0 eV; relaxation time: 10.0 fs
film thickness: 10.0 nm; specularity: 0.2
masses light, middle, heavy: 0.5, 1.0, 2.0 m_e
carrier density: 0.0508 per angstrom^3
bulk resistivity, A and B: 6.99 microohm cm
A: masses x, y, z: 1.0, 0.5, 2.0 m_e
A: semi-axes x, y, z: 1.146, 0.810, 1.620 1/angstrom
A: largest normal velocity: 9.378e+05 m/s
A: lambda: 9.38 nm; kappa: 1.066
A: rho0*lambda: 6.554e-16 ohm m^2
A: sigma/sigma0 formula: 0.7519; transport: 0.7518
A: film resistivity: 9.30 microohm cm
A: thick-film rule for sigma/sigma0: 0.7187
A: constant mean free path: 13.63 nm; ratio: 0.7349
A: occupied subbands: 51; top spacing: 0.194 eV
A: subband density change at fixed E_F: -1.45 %
A: thermal smearing change of ratio at 375 K: -0.00192 %
A: at 375 K, tau: 8.0 fs; ratio: 0.7923
A: film resistivity at 375 K: 11.03 microohm cm
B: masses x, y, z: 1.0, 2.0, 0.5 m_e
B: semi-axes x, y, z: 1.146, 1.620, 0.810 1/angstrom
B: largest normal velocity: 1.876e+06 m/s
B: lambda: 18.76 nm; kappa: 0.533
B: rho0*lambda: 1.311e-15 ohm m^2
B: sigma/sigma0 formula: 0.6052; transport: 0.6052
B: film resistivity: 11.55 microohm cm
B: thick-film rule for sigma/sigma0: 0.4373
B: constant mean free path: 13.63 nm; ratio: 0.6243
B: occupied subbands: 25; top spacing: 0.388 eV
B: subband density change at fixed E_F: -2.91 %
B: thermal smearing change of ratio at 375 K: -0.00262 %
B: at 375 K, tau: 8.0 fs; ratio: 0.6549
B: film resistivity at 375 K: 13.34 microohm cm
lifetime broadening hbar/tau: 0.066 eV
lambda from current-direction velocity: 13.26 nm
ratio with that wrong lambda: 0.6816
A: random-trajectory ratio: 0.7524
largest transport-formula difference: 1.5e-05
A with in-plane masses 3.0, 0.4 m_e, ratio: 0.7518
30 degree tilt, formula: 0.6957; transport: 0.6957
30 degree tilt, transverse/applied field: 0.742
tilt without transverse field, ratio: 0.5869
tilt without it, normal/in-plane current: 0.224
grain size: 10.0 nm; boundary reflection: 0.2
grain parameter beta: 0.530; grain-only ratio: 0.7196
```
